\section*{The Belyaev–Lebedev Hopping Probability from the Landau–Zener Formula}

\section{From a diabatic formula to the gap}

\noindent\textsc{Q.} A trajectory calculation gives me two adiabatic energies at each time. The Landau--Zener formula asks for a diabatic coupling and a diabatic slope, which I do not have. How can the energies alone give a hopping probability?

\noindent\textsc{A.} They can if the encounter has the Landau--Zener form, because the shape of the gap then fixes both missing quantities. I take the nuclei to follow a prescribed classical path, so that the electronic Hamiltonian is a given function of time. I use atomic units in the algebra, with $\hbar=1$. Let $\tau=t-t_*$ be the time measured from the gap minimum, and take
\begin{equation}
H(\tau)=\bar E(\tau)\,\mathbf 1+
\begin{pmatrix}
a\tau/2 & V\\
V & -a\tau/2
\end{pmatrix},
\qquad a>0,
\label{eq:model}
\end{equation}
in a fixed diabatic basis. The coupling $V$ is real, constant and nonzero. The diabatic energy difference is $H_{11}-H_{22}=a\tau$, so $a$ is its full rate of change, not half of it.

The starting point is the Landau--Zener formula for one complete passage, from $\tau=-\infty$ to $\tau=+\infty$. The probability of remaining in the initial diabatic state is
\begin{equation}
P=\exp\left(-\frac{2\pi V^2}{a}\right).
\label{eq:lz}
\end{equation}

\noindent\textsc{Q.} That is a probability of staying. I need a probability of hopping.

\noindent\textsc{A.} The two are the same event described in different bases. Long before the crossing, $a\tau$ is large and negative, $V$ is negligible beside it, and the lower adiabatic state is diabatic state 1. Long after the crossing, $a\tau$ is large and positive, and state 1 is the upper adiabatic state. A system that stays in diabatic state 1 has therefore moved from the lower to the upper adiabatic state.

The downward probability on the same path is equal to the upward one. Let $U$ be the unitary $2\times2$ matrix that carries the initial adiabatic amplitudes to the final ones, with $-$ for lower and $+$ for upper. Normalization of its first column and of its first row gives
\begin{equation}
|U_{--}|^2+|U_{+-}|^2=1,\qquad
|U_{--}|^2+|U_{-+}|^2=1,
\end{equation}
and subtraction gives $|U_{+-}|^2=|U_{-+}|^2$.

\noindent\textsc{Q.} Then how do you obtain $V$ and $a$ from the gap?

\noindent\textsc{A.} First diagonalize equation~\eqref{eq:model}. With $\epsilon=E-\bar E$, the characteristic equation is
\begin{equation}
\left(\frac{a\tau}{2}-\epsilon\right)
\left(-\frac{a\tau}{2}-\epsilon\right)-V^2
=\epsilon^2-\frac{a^2\tau^2}{4}-V^2=0.
\end{equation}
The two roots are $\epsilon_\pm=\pm\sqrt{a^2\tau^2/4+V^2}$, and the gap is
\begin{equation}
Z(\tau)=\epsilon_+-\epsilon_-=\sqrt{a^2\tau^2+4V^2}.
\label{eq:gap}
\end{equation}
It is smallest at $\tau=0$, where
\begin{equation}
Z_0\equiv Z(0)=2|V|,\qquad V^2=\frac{Z_0^2}{4}.
\label{eq:v}
\end{equation}

For the sweep rate, square equation~\eqref{eq:gap} and differentiate twice. A prime denotes a time derivative:
\begin{align}
Z^2&=a^2\tau^2+4V^2,\\
2ZZ'&=2a^2\tau,\\
(Z')^2+ZZ''&=a^2.
\end{align}
At the minimum $Z'=0$. Writing $Z_2\equiv Z''(0)$, we have
\begin{equation}
Z_0Z_2=a^2,\qquad a=\sqrt{Z_0Z_2},
\label{eq:a}
\end{equation}
where the positive root is taken because $a>0$. Now insert equations~\eqref{eq:v} and~\eqref{eq:a} in the Landau--Zener exponent:
\begin{equation}
\frac{2\pi V^2}{a}
=\frac{2\pi}{\sqrt{Z_0Z_2}}\,\frac{Z_0^2}{4}
=\frac{\pi}{2}\,\frac{Z_0^{3/2}}{Z_2^{1/2}}
=\frac{\pi}{2}\sqrt{\frac{Z_0^3}{Z_2}}.
\end{equation}
The Belyaev--Lebedev probability is therefore
\begin{equation}
P=\exp\left(-\frac{\pi}{2}\sqrt{\frac{Z_0^3}{Z_2}}\right).
\label{eq:bl}
\end{equation}
In other units the square root is an energy times a time, so the exponent must be divided by $\hbar$:
\begin{equation}
P=\exp\left(-\frac{\pi}{2\hbar}\sqrt{\frac{Z_0^3}{Z_2}}\right).
\label{eq:units}
\end{equation}

\section{A number, and the choice of basis}

\noindent\textsc{Q.} Show me the size of these quantities.

\noindent\textsc{A.} Take round model parameters: a coupling of $0.05$ eV, a diabatic slope difference of $2$ eV/\AA, and a speed of $0.02$ \AA/fs. The sweep rate is $a=2\times0.02=0.04$ eV/fs. The gap has $Z_0=0.1$ eV $=3.675\times10^{-3}$ hartree. Its second derivative is $Z_2=0.04^2/0.1=0.016$ eV/fs$^2$, which is $3.440\times10^{-7}$ hartree per squared atomic unit of time. With $\hbar=0.6582$ eV\,fs,
\begin{align}
\sqrt{\frac{Z_0^3}{Z_2}}
&=\sqrt{\frac{0.1^3}{0.016}}\ \text{eV\,fs}
=0.25\ \text{eV\,fs},\\
\frac{\pi}{2\hbar}\sqrt{\frac{Z_0^3}{Z_2}}
&=\frac{\pi\times0.25}{2\times0.6582}=0.5966,\\
P&=e^{-0.5966}=0.551.
\end{align}
The numerical check finds $Z_0$ and $Z_2$ numerically from the eigenvalues and propagates the two-state Schr\"odinger equation separately. The propagated probability is also $0.551$ to three digits.

\noindent\textsc{Q.} You chose a basis with constant coupling. In another fixed basis the off-diagonal element may vary with time. Does the formula then fail?

\noindent\textsc{A.} No, provided the whole traceless Hamiltonian is linear in time. The trace part multiplies both amplitudes by the common phase $\exp(-i\int\bar E\,dt)$ and leaves the probabilities unchanged. Write the rest with the three Pauli matrices $\boldsymbol\sigma$ as
\begin{equation}
H_0(t)=\mathbf h(t)\cdot\boldsymbol\sigma,\qquad
\mathbf h(t)=\mathbf u+\mathbf w t,
\end{equation}
where $\mathbf u$ and $\mathbf w\neq0$ are constant real vectors. Since $H_0^2=|\mathbf h|^2\mathbf 1$ and $H_0$ has zero trace, its eigenvalues are $\pm|\mathbf h|$. Let $\mathbf u_\perp$ be the part of $\mathbf u$ perpendicular to $\mathbf w$, and set $t_*=-\mathbf u\cdot\mathbf w/|\mathbf w|^2$. Then
\begin{equation}
\mathbf h=\mathbf u_\perp+\mathbf w(t-t_*),\qquad
Z^2=4|\mathbf u_\perp|^2+4|\mathbf w|^2(t-t_*)^2.
\end{equation}

Now use the two eigenvectors of $\mathbf w\cdot\boldsymbol\sigma$ as a new diabatic basis. They do not depend on time, so the change of basis adds no term to the Schr\"odinger equation. In this basis $\mathbf w\cdot\boldsymbol\sigma$ is diagonal with entries $\pm|\mathbf w|$. Let $A=\mathbf u_\perp\cdot\boldsymbol\sigma$ and $B=\mathbf w\cdot\boldsymbol\sigma$. They satisfy $AB+BA=2\,\mathbf u_\perp\cdot\mathbf w\,\mathbf 1=0$. The diagonal elements of this relation are
\begin{equation}
2|\mathbf w|A_{11}=0,\qquad -2|\mathbf w|A_{22}=0,
\end{equation}
so $A$ is purely off-diagonal. Because $A^2=|\mathbf u_\perp|^2\mathbf 1$, its off-diagonal element has modulus $|\mathbf u_\perp|$, and the phase of that element can be absorbed in a basis vector. This is equation~\eqref{eq:model} with $a=2|\mathbf w|$ and $|V|=|\mathbf u_\perp|$. Equation~\eqref{eq:bl} follows for $\mathbf u_\perp\ne0$.

\noindent\textsc{Q.} Could I instead read the coupling at the point where the diagonal elements cross?

\noindent\textsc{A.} Not in an arbitrary basis. The program tests a complex linear Hamiltonian whose gap minimum is at $-0.54$ fs, while its diagonal elements cross at $4.0$ fs. The gap formula and propagation both give $0.509$ to within $0.001$. The Landau--Zener expression with the coupling and slope read at the diagonal crossing gives $0.006$. In that basis the coupling is not constant, so equation~\eqref{eq:lz} does not apply to those two numbers.

\section{Which second derivative?}

\noindent\textsc{Q.} Is $Z_2$ the curvature of the gap along the nuclear coordinate?

\noindent\textsc{A.} It is a time derivative, and the nuclear motion enters through it. For a path $\mathbf R(t)$ with velocity $\mathbf v$ and acceleration $\mathbf A$, the chain rule gives
\begin{align}
Z'&=\mathbf v\cdot\nabla Z,\\
Z''&=\mathbf v\cdot(\nabla\nabla Z)\cdot\mathbf v
+\mathbf A\cdot\nabla Z.
\label{eq:chain}
\end{align}
In one dimension, $Z'=0$ with $v\ne0$ requires $dZ/dR=0$. The acceleration term vanishes, and
\begin{equation}
Z_2=v^2\frac{d^2Z}{dR^2},\qquad
P=\exp\left[-\frac{\pi}{2|v|}
\sqrt{\frac{Z_0^3}{d^2Z/dR^2}}\,\right].
\end{equation}
In the example, $d^2Z/dR^2=40$ eV/\AA$^2$, and $0.02^2\times40=0.016$ eV/fs$^2$, as before. At fixed gap shape the exponent grows as $1/|v|$: slow passage suppresses the hop, and fast passage makes $P$ approach one. With $a$ fixed, the exponent is $\pi Z_0^2/(2a)$, so $P$ also approaches one as the gap closes.

\noindent\textsc{Q.} And in several dimensions?

\noindent\textsc{A.} The condition $Z'=0$ makes $\mathbf v$ perpendicular to $\nabla Z$, but $\nabla Z$ itself need not vanish. The acceleration can then change $Z_2$. Consider a conical gap $Z=g\sqrt{x^2+y^2}$ with $g=2$ eV/\AA, passed along $x$ at a distance $y=0.05$ \AA\ and a speed of $0.02$ \AA/fs. At $x=0$,
\begin{equation}
\frac{\partial^2Z}{\partial x^2}=\frac{g}{y}
=40\ \text{eV/\AA}^2,\qquad
\frac{\partial Z}{\partial y}=g=2\ \text{eV/\AA}.
\end{equation}
The velocity term is $0.016$ eV/fs$^2$. An acceleration of $\pm0.001$ \AA/fs$^2$ along $y$ adds $\pm0.002$ eV/fs$^2$. The formula then gives $P=0.570$ for the positive sign and $0.528$ for the negative sign. On such a curved path the Hamiltonian is no longer linear in time, so these two values are only approximations. For the real two-state cone $H=(g/2)(x\sigma_z+y\sigma_x)$ with the acceleration held constant along the whole path, propagation gives $0.560$ and $0.520$, an error of about $0.01$. The true result also depends on the path away from the minimum, which $Z_0$ and $Z_2$ do not record. If the acceleration fades within about $5$ fs of the minimum, the order of the two true probabilities can even be reversed.

\noindent\textsc{Q.} Does that conflict with equal upward and downward probabilities?

\noindent\textsc{A.} The equality was shown for one common path. In surface hopping the force comes from the active surface. For nuclei of common mass $m$ and energies $E_\pm=\bar E\pm Z/2$, the acceleration is $\mathbf A_\pm=-\nabla E_\pm/m$, so
\begin{equation}
\mathbf A_\pm\cdot\nabla Z
=-\frac{\nabla\bar E\cdot\nabla Z}{m}
\mp\frac{|\nabla Z|^2}{2m}.
\end{equation}
Where $\nabla Z\ne0$, the two active surfaces give different values of $Z_2$, and the formula can give different probabilities.

\section{Where the linear model ends}

\noindent\textsc{Q.} Real diabatic energies are not straight lines, and real couplings are not constant. What does the formula mean then?

\noindent\textsc{A.} It replaces the encounter by the linear model with the same $Z_0$ and $Z_2$. That is an approximation. It needs the Hamiltonian to be nearly linear throughout the time in which the transition takes place. Two times set the scale. The diabatic difference equals $2|V|$ at $|\tau|=2|V|/a$. The phase accumulated from the diabatic difference, $a\tau^2/2$, becomes of order one at $|\tau|\sim a^{-1/2}$. As an estimate, the linear region should extend well beyond the larger of these times.

A test case has diabatic difference $FL\tanh(R/L)$ and coupling $V\exp[-(R/w)^2]$, with $F=2$ eV/\AA, $L=1$ \AA, $w=0.5$ \AA\ and $V=0.05$ eV. Write $D$ for the difference and $W$ for the coupling, so that $Z^2=D^2+4W^2$. Differentiating twice gives
\begin{equation}
(Z')^2+ZZ''=(D')^2+DD''+4(W')^2+4WW''.
\end{equation}
At $R=0$ on a path of constant speed, $Z'=D=W'=0$, $D'=Fv$ and $W''=-2Vv^2/w^2$. Hence
\begin{equation}
Z_0Z_2=v^2\left(F^2-\frac{8V^2}{w^2}\right).
\end{equation}
The bracket is $4-0.08=3.92$ eV$^2$/\AA$^2$. The gap curvature therefore includes a small effect of the changing coupling, and $\sqrt{Z_0Z_2}$ is no longer equal to the diabatic sweep rate. At $0.005$ \AA/fs the formula and propagation both give $0.090$. At $0.04$ \AA/fs they give $0.740$ and $0.741$. Over the four speeds examined, the largest absolute difference in probability is about $0.001$.

\noindent\textsc{Q.} So may I hop at any minimum of the gap?

\noindent\textsc{A.} No. A minimum does not prove that the states mix. Near a classical turning point in one dimension, $R=R_0+At^2/2$. Suppose the difference of two diabatic energies is linear in $R$ and the path turns back before it reaches their crossing point. With the states labelled so that the difference is positive, it has the form
\begin{equation}
D(t)=\delta+\frac{b t^2}{2},\qquad \delta>0,\quad b>0.
\end{equation}
They approach each other and separate again without crossing. If their coupling is zero, the Hamiltonian is diagonal at all times and the hopping probability is zero. Yet $Z_0=\delta$ and $Z_2=b$, and equation~\eqref{eq:bl} returns $\exp[-(\pi/2)\sqrt{\delta^3/b}]$, which is not zero.

The error persists at weak coupling. For $\delta=0.1$ eV, $b=0.004$ eV/fs$^2$ and a coupling of $0.005$ eV, the formula gives $0.300$, while propagation gives $0.002$. The fault lies in applying the formula where its assumed crossing is absent.

\noindent\textsc{Q.} What additional information would expose such a case?

\noindent\textsc{A.} The rate at which the adiabatic states change character. For real diabatic difference $D$ and coupling $W$, define the mixing angle by $\cos\theta=D/Z$ and $\sin\theta=2W/Z$. The adiabatic states are
\begin{equation}
|+\rangle=\begin{pmatrix}\cos(\theta/2)\\ \sin(\theta/2)\end{pmatrix},
\qquad
|-\rangle=\begin{pmatrix}-\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix}.
\end{equation}
Differentiating $|-\rangle$ gives $-(\theta'/2)|+\rangle$, so $|\langle+|\partial_t-\rangle|=|\theta'|/2$. In the linear model $\cot\theta=a\tau/(2V)$. Differentiation gives $-\theta'/\sin^2\theta=a/(2V)$, and $\sin^2\theta=1$ at $\tau=0$. Therefore
\begin{equation}
|\langle+|\partial_t-\rangle|_{\tau=0}
=\frac{a}{4|V|}=\frac{a}{2Z_0}
=\frac12\sqrt{\frac{Z_2}{Z_0}}.
\label{eq:character}
\end{equation}
At the turning point above, $D'=0$ and the coupling is constant, so $\theta'=0$ at the minimum. A computed state overlap that disagrees strongly with equation~\eqref{eq:character} shows that the linear crossing model is unsuitable. This check uses wave functions as well as energies.

\section{Use along a sampled trajectory}

\noindent\textsc{Q.} My energies are known only at discrete times. Does the second derivative suffer?

\noindent\textsc{A.} Yes, in a definite direction for the linear model when the minimum falls on a grid point. With time step $h$ and $s=ah/Z_0$, equation~\eqref{eq:gap} gives
\begin{equation}
Z(\pm h)=Z_0\sqrt{1+s^2}
=Z_0\left(1+\frac{s^2}{2}-\frac{s^4}{8}+\cdots\right).
\end{equation}
The three-point derivative is
\begin{align}
Z_{2,h}&=\frac{Z(h)-2Z_0+Z(-h)}{h^2}\\
&=\frac{Z_0s^2}{h^2}\left(1-\frac{s^2}{4}+\cdots\right)
=Z_2\left(1-\frac{a^2h^2}{4Z_0^2}+\cdots\right),
\end{align}
because $Z_0s^2/h^2=a^2/Z_0=Z_2$. The estimate is too small, the exponent is too large, and $P$ is too low. In the main example, steps of $0.5$, $1$ and $2$ fs give $P=0.549$, $0.544$ and $0.529$, against $0.551$ from the accurate derivative. A minimum between grid points brings additional errors in both $Z_0$ and $Z_2$, which this estimate does not cover and which can be several times larger. With the minimum midway between grid points and the sampled values used directly, steps of $1$ and $2$ fs give $P=0.526$ and $0.465$.

\noindent\textsc{Q.} Do I apply the probability at every step near the minimum?

\noindent\textsc{A.} Once per passage. Equation~\eqref{eq:bl} already accounts for the whole encounter, so repeated draws would count it more than once. After the minimum has been identified and accepted as an avoided crossing, draw one random number uniformly between zero and one, and select a hop if it is less than $P$. Whether the nuclei have enough energy to complete an upward hop, and how their momentum is adjusted, are separate parts of the algorithm.

Successive encounters must also be separate. Two passages that overlap in time do not each have the asymptotic states assumed in equation~\eqref{eq:lz}. Even when they are separate, the amplitudes from the two passages can interfere. Independent random draws use probabilities and discard that phase information.

\section*{Computed results}
\begin{verbatim}
MAIN LINEAR MODEL
hbar = 0.658212 eV fs
coupling V = 0.050 eV
diabatic slope difference = 2.000 eV/angstrom
speed = 0.020 angstrom/fs
diabatic sweep rate a = 0.0400 eV/fs
crossing half-width 2V/slope = 0.0500 angstrom
minimum gap Z0 = 0.100000 eV = 3.674932e-03 hartree
gap second derivative Z2 = 0.016000 eV/fs^2
same Z2 = 3.440325e-07 hartree/(atomic time unit)^2
sweep rate recovered from gap = 0.040000 eV/fs
exponent = 0.59661 (dimensionless)
P, gap formula = 0.55067 (dimensionless)
P, diabatic Landau-Zener = 0.55067 (dimensionless)
P, propagation = 0.55065 (dimensionless)
UNROTATED COMPLEX LINEAR MODEL
Pauli offsets x,y,z = 0.03 0.02 0.04 eV
Pauli sweep rates x,y,z = 0.015 0.008 -0.01 eV/fs
gap minimum time = -0.5398 fs
diagonal crossing time = 4.0000 fs
minimum gap = 0.10558 eV; Z2 = 0.014738 eV/fs^2
P formula = 0.50948; propagation = 0.50950
P from local diagonal crossing = 0.00576
NONLINEAR CROSSING: slope*L*tanh(R/L), V*exp(-(R/w)^2)
L = 1.00 angstrom; w = 0.50 angstrom
speed 0.005 angstrom/fs: P formula 0.08975, propagation 0.08989
speed 0.010 angstrom/fs: P formula 0.29959, propagation 0.29989
speed 0.020 angstrom/fs: P formula 0.54735, propagation 0.54790
speed 0.040 angstrom/fs: P formula 0.73983, propagation 0.74093
NUCLEAR ACCELERATION
acceleration magnitude = 0.0010 angstrom/fs^2
1D spatial gap curvature = 40.0000 eV/angstrom^2
1D accelerated-path Z2 = 0.016000 eV/fs^2
2D cone gap slope = 2.00 eV/angstrom
2D passing distance = 0.050 angstrom
2D Hessian part of Z2 = 0.016000 eV/fs^2
2D acceleration -0.0010 angstrom/fs^2: Z2 0.014000 eV/fs^2, P 0.52845
2D acceleration +0.0010 angstrom/fs^2: Z2 0.018000 eV/fs^2, P 0.56979
TIME-STEP ERROR, MAIN MODEL, MINIMUM ON GRID
step 0.25 fs: Z2 0.015960 eV/fs^2, P 0.55026
step 0.50 fs: Z2 0.015843 eV/fs^2, P 0.54905
step 1.00 fs: Z2 0.015407 eV/fs^2, P 0.54444
step 2.00 fs: Z2 0.014031 eV/fs^2, P 0.52883
TURNING POINT WITHOUT A DIABATIC CROSSING
closest diabatic separation = 0.100 eV
second derivative of separation = 0.0040 eV/fs^2
weak coupling = 0.0050 eV
minimum gap = 0.10050 eV; Z2 = 0.003980 eV/fs^2
P formula = 0.29964; propagation = 0.00176
\end{verbatim}
